# Brooks–Herring momentum relaxation and the temperature exponent of ion-limited mobility

## What dimensions fix

A carrier of mass $m$ and energy $E$ scatters from charged impurities of density $N$. The strength of one ion is $C=Ze^2/(4\pi\epsilon_s)$, an energy times a length, where $Z$ is the ion charge number and $\epsilon_s$ the permittivity of the crystal. Two assumptions restrict the momentum-relaxation rate $1/\tau$. The ions act independently, so the rate is proportional to $N$. The potential is treated to lowest order (Born approximation), so the rate is proportional to $C^2$.

The remaining quantities are $m$, $E$, $\hbar$ and the inverse screening length $q_s$. They form one dimensionless group, which we take as $b=8mE/(\hbar^2q_s^2)$. Try $NC^2m^\alpha E^\beta\hbar^\gamma$. The product $NC^2$ has dimension energy$^2$/length, $m$ has energy·time$^2$/length$^2$, and $\hbar$ has energy·time. A result of dimension 1/time requires

- length: $-1-2\alpha=0$, so $\alpha=-1/2$;
- time: $2\alpha+\gamma=-1$, so $\gamma=0$;
- energy: $2+\alpha+\beta+\gamma=0$, so $\beta=-3/2$.

Hence
$$\frac1\tau=\frac{NC^2}{\sqrt m\,E^{3/2}}\,F(b).$$

If $F$ were constant, $\tau$ would grow as $E^{3/2}$. Thermal carriers have $E\sim k_BT$, so the mobility would grow as $T^{3/2}$. For large $b$ the function $F$ turns out to be logarithmic, and its own temperature dependence lowers that power noticeably.

## Conventions and the screened potential

The algebra uses atomic units, $\hbar=e=m_e=4\pi\epsilon_0=1$. The symbol $T$ denotes the thermal energy $k_BT$, and $\epsilon$ is the relative dielectric constant. The band is single, isotropic and parabolic: $E=k^2/2m$.

Let $U(r)$ be the potential energy of an electron near a donor of charge $+Z$. The electron density changes by $\delta n$, and Poisson's equation for the energy of a negative charge reads
$$\nabla^2U=\frac{4\pi}{\epsilon}\left[Z\delta(\mathbf r)-\delta n\right].$$
If $U$ varies slowly and is small compared with $T$, it shifts the local chemical potential $\mu_c$, and $\delta n=-(\partial n/\partial\mu_c)U$. Therefore
$$\nabla^2U-q_s^2U=\frac{4\pi Z}{\epsilon}\delta(\mathbf r),\qquad q_s^2=\frac{4\pi}{\epsilon}\frac{\partial n}{\partial\mu_c}.$$
For nondegenerate carriers $n\propto e^{\mu_c/T}$, so $\partial n/\partial\mu_c=n/T$ and
$$q_s^2=\frac{4\pi n}{\epsilon T}.$$

A Fourier transform replaces $\nabla^2$ by $-q^2$:
$$U_q=-\frac{4\pi Z}{\epsilon(q^2+q_s^2)},\qquad U(r)=-\frac{Z}{\epsilon r}e^{-q_sr}.$$
A repulsive ion has the opposite sign, which disappears when $U_q$ is squared. Linear screening fails close to the ion, where $|U|$ exceeds $T$.

In a volume $\Omega$ with ions at $\mathbf R_j$, the matrix element between plane waves is $(U_q/\Omega)\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. For uncorrelated positions the cross terms average to zero at $q\ne0$. The mean square is then $N|U_q|^2/\Omega$, which is why rates add at this order even when screened ions overlap.

## Why the weight is $1-\cos\Theta$

Let a weak force $F_z$ act along $z$, and write $f=f_0+f_1$. For elastic scattering the Pauli factors cancel, and the linearized Boltzmann equation is
$$F_zv\cos\theta\,\frac{\partial f_0}{\partial E}=-\int\frac{d^3k'}{(2\pi)^3}\,w(\mathbf k,\mathbf k')\,[f_1(\mathbf k)-f_1(\mathbf k')],$$
$$w=2\pi N|U_q|^2\,\delta(E'-E).$$
Try $f_1=a(E)\cos\theta$. Since $E'=E$, the bracket is $a(E)(\cos\theta-\cos\theta')$. With scattering angle $\Theta$ and azimuth $\phi$ about $\mathbf k$,
$$\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\phi.$$
The rate does not depend on $\phi$, so the last term integrates to zero. What remains is $a\cos\theta\,(1-\cos\Theta)$. The trial form is thus a solution, with $a=-\tau F_zv\,\partial f_0/\partial E$ and
$$\frac1\tau=2\pi N\int\frac{d^3k'}{(2\pi)^3}|U_q|^2(1-\cos\Theta)\,\delta(E'-E).$$
Small deflections barely reduce the forward momentum and are counted accordingly.

## The rate and its logarithm

Write $\nu=\cos\Theta$. Then $d^3k'=2\pi k'^2dk'\,d\nu$ and $k'^2dk'=mk'\,dE'$. The delta function sets $k'=k$, leaving
$$\frac1\tau=\frac{Nmk}{2\pi}\int_{-1}^{1}d\nu\,(1-\nu)|U_q|^2
=\frac{8\pi NmkZ^2}{\epsilon^2}\int_{-1}^{1}\frac{(1-\nu)\,d\nu}{(q^2+q_s^2)^2}.$$
On the energy shell $q^2=2k^2(1-\nu)$. Put $u=q^2/q_s^2$, so that $1-\nu=q_s^2u/2k^2$ and $|d\nu|=q_s^2du/2k^2$. The upper limit is $b=4k^2/q_s^2=8mE/q_s^2$. The angular integral becomes
$$\frac1{4k^4}\int_0^b\frac{u\,du}{(1+u)^2}
=\frac1{4k^4}\int_0^b\left[\frac1{1+u}-\frac1{(1+u)^2}\right]du=\frac{G(b)}{4k^4},$$
$$G(b)=\ln(1+b)-\frac b{1+b}.$$
Therefore $1/\tau=2\pi NmZ^2G/(\epsilon^2k^3)$. Substituting $k^3=(2mE)^{3/2}$ gives the Brooks–Herring rate
$$\boxed{\frac1{\tau(E)}=\frac{\pi NZ^2}{\epsilon^2\sqrt{2m}\,E^{3/2}}\,G(b)}$$
and identifies $F=\pi G/\sqrt2$.

**Fast carriers, $b\gg1$.** Here $G\simeq\ln b-1$. Between $q_s^2$ and $4k^2$, each factor of ten in $q^2$ contributes about equally, except the first, from $q_s^2$ to $10q_s^2$, which contributes a little over half as much as the later ones. Without screening $b\to\infty$ and the rate diverges logarithmically, because distant ions cause too many small deflections.

**Slow carriers, $b\ll1$.** Here $G\simeq b^2/2$, and the Born rate becomes
$$\frac1\tau\simeq\frac{16\sqrt2\,\pi NZ^2m^{3/2}\sqrt E}{\epsilon^2q_s^4}.$$
The wavelength is too long to resolve the ion, scattering is isotropic, and the rate follows the density of states. This limit requires a weak potential, a condition that the silicon example below does not meet.

The total collision rate has weight 1 in place of $1-\nu$. Its angular integral is $(2k^2q_s^2)^{-1}\int_0^b du/(1+u)^2=b/[2k^2q_s^2(1+b)]$. Dividing by $G/4k^4$ and using $2k^2/q_s^2=b/2$ gives
$$\frac{\tau}{\tau_{\rm total}}=\frac{b^2}{2(1+b)G}.$$
A Monte Carlo code that samples individual collisions needs $1/\tau_{\rm total}$; a mobility formula needs $1/\tau$.

## Mobility

For Maxwell statistics $-\partial f_0/\partial E=f_0/T$. The drift velocity is the average of $v_z$ over $f_1$, so the mobility is
$$\mu=\frac{\langle v_z^2\tau\rangle}{T}=\frac{\langle v^2\tau\rangle}{3T}=\frac{2\langle E\tau\rangle}{3mT}.$$
The average has weight $\sqrt E\,e^{-E/T}$. With $x=E/T$ and $\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)$,
$$\mu=\frac1{m\Gamma(5/2)}\int_0^\infty\tau\,x^{3/2}e^{-x}dx.$$
Insert $\tau$ and write $b=Bx$, with $B=8mT/q_s^2=2m\epsilon T^2/(\pi n)$:
$$\mu=\frac{\sqrt2\,\epsilon^2T^{3/2}}{\pi NZ^2\sqrt m\,\Gamma(5/2)}\int_0^\infty\frac{x^3e^{-x}}{G(Bx)}dx.$$
The factor $x^3e^{-x}$ peaks at $x=3$, and $G$ varies slowly when $B$ is large. Freezing $G$ at $b_3=3B$ leaves $\Gamma(4)/\Gamma(5/2)=6/(3\sqrt\pi/4)=8/\sqrt\pi$, hence
$$\mu\simeq\frac{8\sqrt2\,\epsilon^2T^{3/2}}{\pi^{3/2}NZ^2\sqrt m\,G(b_3)},\qquad b_3=\frac{6m\epsilon T^2}{\pi n}.$$

In SI units $Z/\epsilon$ becomes $Ze^2/(4\pi\epsilon_s)$, and the mobility gains a factor $e$:
$$\frac1\tau=\frac{NZ^2e^4G(b)}{16\pi\sqrt{2m}\,\epsilon_s^2E^{3/2}},\qquad
\mu\simeq\frac{128\sqrt{2\pi}\,\epsilon_s^2(k_BT)^{3/2}}{e^3\sqrt m\,NZ^2G(b_3)},$$
$$q_s^2=\frac{e^2n}{\epsilon_sk_BT},\qquad b_3=\frac{24m\epsilon_s(k_BT)^2}{\hbar^2e^2n}.$$
Keep $N$ and $n$ as separate inputs. In compensated material $N$ counts the charged ions of both signs, while $n$ counts the carriers. Using $n$ alone in $q_s^2$ assumes that the dopants are almost fully ionized. Where they are partly frozen out, changes in their occupation can also screen, and $n$ alone then underestimates $q_s^2$.

## The temperature exponent

Hold $N$ and $n$ fixed and define $p=d\ln\mu/d\ln T$. The prefactor gives $3/2$. Since $B\propto T^2$, at fixed $x$
$$\frac{d}{d\ln T}\frac1G=-\frac{2bG'(b)}{G^2},\qquad bG'=\frac{b^2}{(1+b)^2}.$$
Therefore
$$p=\frac32-2\langle h\rangle,\qquad h(b)=\frac{b^2}{(1+b)^2G(b)},$$
where the average has weight $x^3e^{-x}/G$. One factor of $T$ in $B$ comes from the carrier energy and the other from the screening length. If $q_s$ is held fixed, the deficit is $\langle h\rangle$ instead of $2\langle h\rangle$.

Because $h>0$, this model has $p<3/2$ at every finite density. Also $(1+u)^{-2}>(1+b)^{-2}$ inside the integral for $G$, so $G>b^2/[2(1+b)^2]$ and $h<2$. Thus $-5/2<p<3/2$.

The upper end is approached slowly. For large $b_3$ the frozen formula gives $p\simeq3/2-2/(\ln b_3-1)$. The power $3/2$ is therefore the result with the logarithm held constant.

The lower end needs $b_3\ll1$, or $n\gg6m\epsilon T^2/\pi$. Nondegeneracy needs $n$ below $2(mT/2\pi)^{3/2}$. Together these require $T$ below $m/(72\pi\epsilon^2)\simeq0.004\,m/\epsilon^2$, about one per cent of the hydrogenic donor binding energy $m/2\epsilon^2$. Carriers would freeze onto donors there, so that limit is formal for a single-valley n-type material. With six valleys the degeneracy density is six times larger and the temperature bound 36 times larger, about a third of the binding energy. For the silicon inputs below, the matching density is near $5\times10^{18}$ cm$^{-3}$, where donor orbitals overlap and the picture of independent, weakly scattering ions is not reliable either.

## Numbers for moderately doped silicon

Take $m=0.3\,m_e$, $\epsilon=11.7$, $Z=1$, $n=N=10^{17}$ cm$^{-3}$ and 300 K. These are rough values in the regime of moderately n-doped silicon.

The screening length is $1/q_s=12.93$ nm. At $E=3k_BT=0.0776$ eV the wave number is $k=0.7815$ nm$^{-1}$, so
$$b_3=4(0.7815\times12.93)^2\simeq408,$$
$$G=\ln(409.3)-\frac{408.3}{409.3}=5.017.$$
The rate is $5.98\times10^{11}$ s$^{-1}$, or $\tau=1671$ fs. The frozen formula averages $\tau$ to $(8/\sqrt\pi)/3^{3/2}=0.869$ of this value, 1451 fs. Then
$$\mu\simeq\frac{1.759\times10^{11}}{0.3}\times1.451\times10^{-12}\ \mathrm{m^2/Vs}\simeq8510\ \mathrm{cm^2/Vs}.$$
Numerical quadrature over energy gives 8346 cm²/Vs, so freezing $G$ overestimates the model's mobility by 2%.

The ratio $\tau/\tau_{\rm total}$ is $408.3^2/(2\times409.3\times5.017)\simeq41$. A carrier at this energy undergoes about forty mostly small deflections per momentum-relaxation time. Its momentum mean free path is 504 nm, so its path between collisions is about 12 nm, close to the screening length. These are Born values; phase shifts for the same potential give ratios of 35 (attractive) and 39 (repulsive) and paths of 15 and 16 nm. Successive collisions are then not well separated in space, which limits confidence in corrections beyond lowest order that treat one ion at a time.

For the exponent, $h(b_3)=(408.3/409.3)^2/5.017=0.198$ and $p\simeq1.5-0.397=1.10$. The full average gives 1.11, or 1.30 with the screening length held fixed. At 300 K, with $n=N$:

| $n$ (cm$^{-3}$) | $G(b_3)$ | $p$ |
|---|---:|---:|
| $10^{14}$ | 11.9 | 1.33 |
| $10^{15}$ | 9.6 | 1.29 |
| $10^{16}$ | 7.3 | 1.23 |
| $10^{17}$ | 5.0 | 1.11 |

In the frozen formula, $p=1.4$ requires $b_3=1.3\times10^9$, which at 300 K means $n=3\times10^{10}$ cm$^{-3}$.

## How far the neglected effects move the result

**Born approximation.** For fast carriers the coupling parameter is $mZ/(\epsilon k)$, here 0.62 at $3k_BT$, which is not small. For slow carriers the first correction to the wave at the ion is of order $2m\int r|U|dr=2mZ/(\epsilon q_s)$. This equals $2\times0.62\times10.1\simeq12.5$, so Born theory fails at low energy: at $b=0.1$ and $b=1$ its rate is more than 25 times too large for either sign of the ion. The factor $x^3$ suppresses that region, and energies below $k_BT$ supply only 3% of the Born mobility.

The error follows from the radial Schrödinger equation for the same screened potential, integrated by the Numerov method. Its phase shifts $\delta_\ell$ give
$$\frac1\tau=N\frac km\frac{4\pi}{k^2}\sum_{\ell=0}^\infty(\ell+1)\sin^2(\delta_{\ell+1}-\delta_\ell).$$
At $3k_BT$ this rate is 0.95 of the Born rate for attraction and 0.80 for repulsion. Averaged over energy, the mobility is 8770 cm²/Vs for attractive ions and 10500 cm²/Vs for repulsive ones. These lie 5% and 26% above the Born value of 8346. The sign of the charge, absent from the Born rate, therefore matters here.

**Carrier–carrier collisions.** They conserve total momentum but redistribute it over energy. Write the linearized equation as $P\varphi=X$, with $X$ the driving term and $P$ a symmetric positive collision operator. The Cauchy–Schwarz inequality makes the conductivity proportional to the maximum of $(X,\varphi)^2/(\varphi,P\varphi)$. Adding carrier–carrier collisions enlarges the denominator, so the ion-only mobility is an upper bound. The trial function $\varphi=k_z$ is unaffected by them and gives the lower bound $1/(m\langle1/\tau\rangle)$, averaged with weight $x^{3/2}e^{-x}/\Gamma(5/2)$. For the Born ion rate the bounds are 3690 and 8346 cm²/Vs. The lower bound lacks the $x^3$ suppression of low energies, where the Born rate is too large; with phase shifts the bounds become about 4500 and 8770 for attractive ions and about 6700 and 10500 for repulsive ones. This is the largest uncertainty in the ion-limited mobility among those sized here.

**Band shape and statistics.** Silicon has ellipsoidal valleys, with rough masses 0.92 and 0.19 $m_e$. Using the density-of-states mass $(0.92\times0.19^2)^{1/3}=0.321$ in the rate and the conductivity mass $3/(1/0.92+2/0.19)=0.258$ for inertia gives 9900 cm²/Vs, 19% higher. This is an estimate, since it keeps one scalar $\tau$; letting the relaxation depend on direction within each valley reduces the gain to about 15%. Fermi statistics in both screening and averaging changes the mobility of the isotropic model by 0.3%.

**Lattice scattering and freeze-out.** Assume a rough lattice mobility of 1400 cm²/Vs at 300 K, varying as $T^{-2.4}$, with a scattering rate proportional to $\sqrt E$. Rates are added at each energy before averaging. The donor occupation follows from
$$\frac{n^2}{N-n}=\frac{N_c}{2}e^{-E_d/T},\qquad N_c=12\left(\frac{m_dT}{2\pi}\right)^{3/2},$$
with six valleys, $m_d=0.321$ and a rough donor depth $E_d=0.045$ eV. The mobilities below nevertheless keep all donors ionized and use the Born ion rate. That rate becomes less reliable on cooling: at 100 K, phase shifts raise the ion-limited mobility by about 10% for attractive ions and roughly double it for repulsive ones.

| $T$ (K) | $\mu_{\rm ion}$ (cm²/Vs) | $\mu_{\rm total}$ (cm²/Vs) | total exponent | ionized fraction |
|---:|---:|---:|---:|---:|
| 100 | 2820 | 2170 | 0.13 | 0.31 |
| 200 | 5410 | 1650 | −0.99 | 0.86 |
| 300 | 8350 | 960 | −1.63 | 0.96 |
| 400 | 11540 | 580 | −1.94 | 0.98 |

No row shows a total exponent near $3/2$. The ion-limited exponent is itself only 0.82 to 1.15 over these rows, and lattice scattering lowers the total further. The assumption of full ionization fails badly in the coldest row. If the ion and carrier densities follow the ionized fraction, with neutral donors ignored, the total exponent at 100 K becomes about −1.5 instead of 0.13.

The listed fractions count only the donor ground level. Phosphorus in silicon, whose depth is close to the value used, has further bound levels about 12 meV higher. Including them with rough energies lowers the four fractions to about 0.22, 0.69, 0.87 and 0.93, so full ionization is a poor assumption at 200 K as well. All these fractions keep the donor depth fixed. Screening by the free carriers lowers it by roughly 8 meV in a first-order hydrogenic estimate, which raises the fractions with excited levels to about 0.34, 0.78, 0.90 and 0.94.

Adding inverse mobilities at 300 K would give $1400\times8346/(1400+8346)\simeq1200$ cm²/Vs, 24% above the energy-resolved 964. The sign is general for two rates added at each energy: $\tau_1\tau_2/(\tau_1+\tau_2)$ is concave and homogeneous, so its average cannot exceed the same expression formed from the averages.

**Comparison with real silicon.** The electron mobility of n-doped silicon at room temperature and $10^{17}$ cm$^{-3}$ is roughly 800 cm²/Vs. The ion-limited 8346 is about ten times larger and must not be used as the mobility of the material. The assumption that fails most is the absence of lattice scattering; restoring it moves the model to about 960 cm²/Vs. The calculations here do not determine the cause of the remaining difference, and both the lattice mobility and the measured value are rough inputs.

## Implementation notes

Evaluate $G$ with a `log1p` function. For very small $b$ the two terms cancel, and the series $G=b^2/2-2b^3/3+3b^4/4-\cdots$ is safer. The mobility integrand $x^3e^{-x}/G(Bx)$ tends to $2x/B^2$ at the origin, so it needs no cutoff. The integrand stays smooth there when a lattice rate proportional to $\sqrt E$ is added. The substitution $x=t^2$ is useful for the Fermi integral that gives $n$, because it removes the square root in the density-of-states weight $\sqrt x$. For degenerate carriers, replace $n/T$ in $q_s^2$ by $\partial n/\partial\mu_c$ and restore $-\partial f_0/\partial E$ in the average; changing one without the other is inconsistent.
